Penetration length and cell size for Knudsen diffusion with wall loss

**1. The form of the answer**

A gas enters a long cylindrical hole of diameter d. Its particles collide with the wall but not with one another. At each wall collision a particle is lost with constant probability s; otherwise it leaves in a random direction given by the cosine law, with no memory of how it arrived. How deep does the gas reach in the steady state?

The chain of points at which a particle strikes the wall depends on directions alone, not on speed. Temperature, mass and pressure therefore drop out, and d is the only length in a very deep hole. The penetration length must have the form

λ = d f(s).

For small s a particle makes about 1/s wall collisions before it is lost. Between collisions it moves along the axis by a distance of order d, up or down with equal chance. Such a walk spreads as the square root of the number of steps, so

λ ≈ constant × d/√s.

The loss probability thus enters through its square root. What remains is the constant, the first corrections, and the cell length that a numerical solution needs.

**2. The constant**

Let a particle leave the wall at angle θ from the hole axis. Let φ be the angle between the inward normal and the direction projected on the cross-section. In that projection the flight is a chord of length d cos φ, which equals the flight length times sin θ. The axial step is the flight length times cos θ:

Z = d cos φ cot θ.

The component of the direction along the normal is sin θ cos φ. The cosine law therefore gives the probability

(1/π) sin θ cos φ · sin θ dθ dφ,  0 < θ < π, −π/2 < φ < π/2.

The mean of Z is zero by symmetry. In its mean square, the factor sin²θ cancels the denominator of cot²θ:

⟨Z²⟩ = (d²/π) ∫cos³φ dφ ∫cos²θ dθ
= (d²/π)(4/3)(π/2)
= 2d²/3.

Let n be the particle density and v the mean thermal speed. For a nearly isotropic gas, nv/4 particles strike unit wall area per unit time. The hole has wall area πd and volume πd²/4 per unit length, a ratio of 4/d. Each particle thus strikes the wall at the rate (v/4)(4/d) = v/d. Successive steps are independent, so their variances add, and the diffusion coefficient is half the variance gained per unit time:

D = ½ (2d²/3)(v/d) = dv/3.

The loss rate per particle is sv/d. With z the depth, the steady balance is

D n″ = (sv/d) n, or n″ = n/λ²,

λ² = D d/(sv) = d²/(3s),

**λ = d/√(3s).**

The speed has cancelled, as it must. For s = 0.01, λ = d/√0.03 = 5.77 d. Leaving s outside the root would give 57.7 d, which contradicts the scaling of section 1.

The result needs s ≪ 1. At s = 1 the formula gives 0.58 d, less than a diameter, and a diffusion equation has no meaning on that scale.

**3. First correction at the mouth**

Let the hole have depth L and a closed bottom. If the bottom has the same loss probability as the wall, its area πd²/4 loses as much as an extra wall length d/4. Dropping this loss raises the density at the bottom of a deep hole by a factor of about 1 + d/4λ, an error of order √s (4 % in the example of section 5), but it hardly changes the uptake or the upper part of the profile. Accepting this, I set n′(L) = 0. The solution is

n(z) = n(0) cosh((L−z)/λ)/cosh(L/λ).

Now measure all fluxes relative to the one-way flux from the reservoir into the opening, and write I(z) for the flux that strikes the wall, nv/4 in these units. The net flux into the hole is

J = −D n′(0) = (D/λ) n(0) tanh(L/λ).

Substituting D = dv/3 and n(0) = 4I(0)/v gives

J = (4d/3λ) tanh(L/λ) I(0).

This is also the fraction of entering particles lost inside, here called the uptake.

The density just inside the mouth is below that of the reservoir, because fewer particles come out than go in. For a nearly isotropic gas with net flux J, the inward and outward one-way fluxes are I(0) + J/2 and I(0) − J/2. The inward one equals 1, so I(0) = 1 − J/2. Inserting J and solving,

I(0) = 1/[1 + (2d/3λ) tanh(L/λ)]
≈ 1 − (2d/3λ) tanh(L/λ).

The correction is of order d/λ, that is, of order √s. It changes the amplitude but not λ. It describes the entrance within diffusion theory and is not the complete kinetic correction. If the uptake of a very deep hole, found by the ring method of section 6, is written as (4d/3λ)/(1 + c d/λ), then c is about 1.0, 1.1 and 1.3 for s = 10⁻², 10⁻³ and 10⁻⁴. It exceeds 2/3 and grows roughly with ln(λ/d).

**4. First correction from the cells**

Divide the depth into N equal cells of length h, with densities n₁ to n_N at their centres, and set q = h/λ. Flow between neighbours is D times the density difference divided by h. The loss in a cell is (sv/d)h times its density. Balancing these, and using sv/(dD) = 1/λ², gives

n_(j+1) − 2n_j + n_(j−1) = q² n_j.

Try n_j = C cosh((N−j+½)a). The sum of the two neighbours is 2 cosh a times n_j, so

2 cosh a − 2 = 4 sinh²(a/2) = q², or 2 sinh(a/2) = q.

The closed bottom requires n_(N+1) = n_N, which holds because the cosh is even.

At the mouth, fix the density n(0) on the face, a distance h/2 from the first centre. The inflow is F = 2D(n(0) − n₁)/h. Continue the trial solution to a fictitious value n₀. The interior equation at j = 1 then says that D(n₀ − n₁)/h equals the flow to the second cell plus the loss in the first. This is F. Equating the two expressions for F,

n(0) = (n₀ + n₁)/2 = C cosh(Na) cosh(a/2).

The bottom cell has n_N = C cosh(a/2), so

n_N/n(0) = 1/cosh(Na).

For the inflow, n₀ − n₁ = 2C sinh(Na) sinh(a/2) = C q sinh(Na). With q/h = 1/λ,

F = (D C/λ) sinh(Na),

F/(D n(0)/λ) = tanh(Na)/cosh(a/2) = tanh(Na)/√(1 + q²/4).

The continuous equation gives 1/cosh(L/λ) for the density on the bottom face and tanh(L/λ) for the inflow. Here n_N is read as the density on the bottom face, as n_(N+1) = n_N implies. Compared instead with the continuous value at its own centre, h/2 higher, its error would be smaller by q²/8 than the one given below. To compare them, expand for small q:

a = 2 arcsinh(q/2) ≈ q − q³/24,

Na ≈ (L/λ)(1 − q²/24), since Nq = L/λ.

The discrete profile decays too slowly. In a deep hole, where tanh(L/λ) is close to 1, the relative errors at fixed n(0) are

bottom density: +(L/λ) q²/24,

uptake: −q²/8.

The first grows with depth because the error in the decay constant accumulates. The second comes from the factor 1/cosh(a/2), which the condition on the mouth face introduces. For a tolerance ε on both,

q ≤ the smaller of √(24ελ/L) and √(8ε).

The two limits are equal at L = 3λ; in deeper holes the bottom sets the cell length. In shallower holes the shift of tanh(Na) also counts, and the uptake error is larger than q²/8 by the factor 1 + (2L/λ)/(3 sinh(2L/λ)). This factor is 1.05 at L = 2λ, 1.18 at L = λ and tends to 4/3 as L → 0, so √(6ε) is the safe limit there.

There is therefore no threshold at h = λ. In a very deep hole, cells of that length give a decay constant 0.962 times the continuous one and an uptake 0.894 times the continuous one. Whether this is acceptable depends on the tolerance and on the depth at which the answer is wanted.

**5. Example: chlorine atoms in an oxide-walled hole**

In plasma-assisted atomic layer etching, chlorine atoms can be lost by recombination on the walls of a hole. Take rough typical values: d = 100 nm, L = 2000 nm, s = 0.01, temperature 350 K and pressure 10 mTorr. The bottom has the same s.

With the chlorine mass of 35.45 u, v = √(8kT/πm) = 457 m/s. Then

D = (100 nm)(457 m/s)/3 = 0.152 cm²/s,

sv/d = 4.57 × 10⁷ s⁻¹,

λ = 100 nm/√0.03 = 577 nm, L/λ = 3.464.

At the mouth, 2d/3λ = 0.1155 and tanh(L/λ) = 0.998, so I(0) = 1/1.115 = 0.897. The uptake is J = 2(1 − I(0)) = 0.207. The bottom receives 0.897/cosh(3.464) = 0.056.

For one percent accuracy relative to the continuous diffusion equation,

bottom: q ≤ √(0.24/3.464) = 0.263,

uptake: q ≤ √0.08 = 0.283.

The smaller value gives h = 0.263 × 577 nm = 152 nm, or 1.5 d. Since 2000/152 = 13.2, this means 14 cells of 143 nm. Solving the cell equations for increasing N also gives 14 as the smallest number that keeps both errors within one percent. The errors for three cell lengths are:

- h = 500 nm: bottom +10.5 %, uptake −8.3 %
- h = 200 nm: bottom +1.7 %, uptake −1.5 %
- h = 100 nm: bottom +0.4 %, uptake −0.4 %

For percent accuracy with this scheme in this hole, the cells should thus be no longer than about a quarter of λ. Four cells of 500 nm, or 0.87 λ, narrowly miss a tolerance of ten percent.

**6. Where diffusion itself departs from the kinetics**

Long flights limit the diffusion picture. A step beyond x = Xd with X ≫ 1 needs a small θ, for which cot θ ≈ 1/θ. The condition Z > x becomes θ < cos φ/X, and the probability is

A(X) ≈ (1/π) ∫cos φ [∫θ² dθ] dφ
= (1/3πX³) ∫cos⁴φ dφ
= (1/3πX³)(3π/8)
= 1/(8X³).

The probability density of steps, −dA/dX, falls as 3/(8X⁴). Its second moment is finite, which is why D exists. Its fourth moment diverges, so diffusion cannot be improved by simply adding a fourth-derivative term.

The flux that reaches the wall directly from the opening is A(X). To see this, replace the reservoir by an endless extension of the tube whose wall emits unit flux: the gas arriving at the opening is isotropic in both cases. At depths of many λ in a very deep hole, this direct flux varies little over λ, the distance a particle typically wanders before it is lost. Locally, the arriving flux is then the direct flux plus what the wall re-emits, I ≈ 1/(8X³) + (1−s)I, hence

I ≈ 1/(8sX³).

An algebraic tail eventually overtakes any exponential. The range in which λ is the decay length ends well before this tail takes over. For s = 0.01 the kinetic decay length is within 5 % of λ only between depths λ and 4λ; it is 8 % shorter in the first λ, 12 % longer between 5λ and 6λ and 31 % longer between 7λ and 8λ.

The full kinetic problem can be solved numerically by dividing the wall into rings about 0.1 d long and solving the linear equations for the flux exchanged between rings, opening and bottom. In holes 16λ deep, the decay length between depths λ and 2λ is:

- s = 0.1: kinetic 1.77 d, diffusion 1.83 d
- s = 0.01: kinetic 5.72 d, diffusion 5.77 d
- s = 0.001: kinetic 18.20 d (rings of 0.025 d; rings of 0.1 d give 18.22 d), diffusion 18.26 d

The difference shrinks from 3 % to 0.3 % as s falls. Its sign depends on the depth: between 2λ and 3λ the kinetic length is the longer one, by 4.7, 1.7 and 0.5 %. At depth 10λ with s = 0.01, however, the kinetic flux is 1.5 × 10⁻⁴ and the diffusion value 4.1 × 10⁻⁵, so long flights already dominate there. The asymptotic formula 1/(8sX³) gives only 6.5 × 10⁻⁵ at that depth; the kinetic flux still exceeds it by 21 % at 20λ and by 8 % at 40λ.

The example hole is only 3.5λ deep. Its wall fluxes are:

- 500 nm: diffusion 0.379, kinetic 0.356
- 1000 nm: diffusion 0.163, kinetic 0.152
- 1500 nm: diffusion 0.0785, kinetic 0.0735

Rings of 0.025 d lower the kinetic values to 0.355, 0.151 and 0.0732. Diffusion is about 7 to 8 % too high at these depths, and its uptake of 0.207 is 4.5 % above the kinetic 0.198 (4.6 % above the converged 0.1975). At the bottom both give 0.056. That agreement is a cancellation: the diffusion value omits the loss at the bottom, and with that loss included it is 0.054, 3 to 4 % below the kinetic value (0.0559 with rings of 0.1 d, 0.0557 when converged). As a further check, tracing 400 000 particles in three dimensions gives 0.058 there, about 3 % above the ring calculation. The standard error of a run of this size is 0.001, so the gap is within two standard errors. Dividing the bottom into 20 annuli, instead of assuming uniform emission from it, changes the ring result by less than 0.1 %. The traced uptake is 0.197.

Finer cells bring the solution closer to the diffusion equation, not to the kinetics. In this example six cells of 333 nm already have a grid error in the uptake (−3.9 % at fixed n(0), about −3.5 % with the mouth condition of section 3) smaller than the model error (+4.5 %); at the one percent grid the model error in wall flux and uptake is several times the grid error.

**7. The model beside a real hole**

The least certain input is s, which depends on the wall material, its condition and its temperature. Halving s to 0.005 gives λ = 816 nm; doubling it to 0.02 gives 408 nm. This outweighs the other effects estimated here. If 10 % of the reflections are mirror-like, each such reflection repeats the previous axial step. A run of M equal steps has mean length ⟨M⟩ = 1/(1−f) and mean square ⟨M²⟩ = (1+f)/(1−f)², with f = 0.1. D therefore grows by ⟨M²⟩/⟨M⟩ = (1+f)/(1−f) = 1.22, and λ by √1.22, to 638 nm.

Gas collisions are negligible: for a rough collision diameter of 0.4 nm the mean free path is about 5 mm. The profile also settles quickly, since the slowest diffusion mode decays at the rate sv/d + D(π/2L)², a time of 18 ns, slightly below the loss time d/(sv) of 22 ns. At fixed s the diffusion profile is within one percent of steady after about 0.1 µs. The wall state that sets s changes far more slowly: with 10¹⁸ to 10¹⁹ sites per m² and the whole pressure taken as chlorine atoms, losing one atom per wall site takes of order 0.01 to 0.1 s averaged over the wall, about 0.004 to 0.04 s at the mouth and 0.06 to 0.6 s near the bottom.

The assumption of constant s fails when adsorption saturates: s then falls as sites fill, and λ computed from the initial s describes only the early exposure. A loss by recombination may instead depend on the local atom flux. As an illustration only, if s were proportional to that flux and equal to 0.01 at unit flux, the profile would not be exponential and the diffusion equation would give a bottom flux of 0.24. The bottom of an etched hole is also often more reactive than the wall: with a bottom loss probability of 0.1, 0.5 or 1, the kinetic bottom flux of the example falls from 0.056 to 0.041, 0.019 or 0.012. Surface diffusion, wall roughness and energetic particles are also left out, and their effects have not been estimated.
